\section*{Why electrons at several electronvolts need not mean a hot gas}

\section{What symmetry and dimensions allow}

A processing discharge contains electrons of mass $m$ and temperature $T_e$ among atoms of mass $M$ and temperature $T_g$. Let $P$ be the power per unit volume that elastic electron--atom collisions deliver to the atoms. The collisions are binary, so $P$ is proportional to both number densities, $n_e$ and $n_g$. For a constant cross section $\sigma$, the collision rate per volume is $n_en_g\sigma\langle g\rangle$, where $g$ is the relative speed. What remains is an energy per collision, which must vanish when $T_e=T_g$. Hence
\begin{equation}
P=n_en_g\sigma\langle g\rangle\,k(T_e-T_g)\,F ,
\label{form}
\end{equation}
where $k$ is Boltzmann's constant and $F$ is a dimensionless function of the mass and temperature ratios.

Exchanging the names of the two species must reverse the sign of $P$. The factor $T_e-T_g$ already does so, and therefore $F$ is unchanged by the exchange. Its size for $m\ll M$ follows from momentum. An electron of speed $v$ can give an atom at rest a momentum of at most about $2mv$, and hence an energy of at most about
\begin{equation}
\frac{(2mv)^2}{2M}=\frac{4m}{M}\,\frac{mv^2}{2}.
\end{equation}
Typical large-angle deflections transfer a momentum comparable to this maximum, so $F$ is of order $m/M$. The proof below gives $F=4mM/(m+M)^2$ for Maxwellian velocities and constant isotropic scattering.

\section{A counter-example: 3 eV electrons in a cool gas}

The claim to be refuted is that electrons at several electronvolts imply a similarly hot gas. Take a model atom of mass 40 u at 10 mTorr between plates $L=5$ cm apart, with walls at $T_w=300$ K. Choose $kT_e=3$ eV, that is $T_e=3.48\times10^4$ K, together with $n_e=10^{11}$ cm$^{-3}$ and $\sigma=10^{-15}$ cm$^2$. The applied field maintains $T_e$. Heating and wall exchange are evaluated with the gas at 300 K, which is consistent if the resulting rise is small.

\subsection{Heating by electrons}

The ideal-gas law gives $n_g=3.22\times10^{14}$ cm$^{-3}$. The mean relative speed is $1.159\times10^8$ cm/s, so each electron collides at the rate
\begin{equation}
\nu=n_g\sigma\langle g\rangle
=(3.22\times10^{14})(10^{-15})(1.159\times10^8)\ \mathrm{s^{-1}}
=3.73\times10^7\ \mathrm{s^{-1}} .
\end{equation}
With $M/m=72\,916$, $F=5.49\times10^{-5}$. Since $k(T_e-T_g)=2.97$ eV, one electron delivers
\begin{equation}
F\nu k(T_e-T_g)=6.09\times10^3\ \mathrm{eV/s}.
\end{equation}
Multiplication by $n_e$ gives $P=0.0975$ mW/cm$^3$.

\subsection{Cooling by the walls}

Let $z$ be the distance from the midplane. For uniform heating and constant conductivity $\kappa$, the steady heat equation is $\kappa\,d^2T/dz^2=-P$. Symmetry requires zero slope at $z=0$, so $T(z)=T(0)-Pz^2/(2\kappa)$. The drop from the centre to the gas beside a wall, at $z=L/2$, is $PL^2/(8\kappa)$.

There is a further drop between that gas and the wall. Atoms strike unit wall area at the rate $n_g\bar v/4$, where $\bar v=\sqrt{8kT_g/(\pi M)}$. Each carries $2kT$ on average: $kT$ in the normal motion, because fast atoms arrive more often, and $kT/2$ in each tangential direction. If atoms leave at the wall temperature, the net heat flux is
\begin{equation}
\frac{n_g\bar v}{4}\,2k(T-T_w)=H(T-T_w),\qquad H=\frac{n_g\bar vk}{2}.
\end{equation}
Each wall must remove $PL/2$ per unit area. The total central rise is therefore
\begin{equation}
\Delta T=\frac{PL^2}{8\kappa}+\frac{PL}{2H}\equiv RP .
\label{rise}
\end{equation}
With $\kappa=0.2$ mW/(cm K) and $H=0.0886$ mW/(cm$^2$ K),
\begin{equation}
\Delta T=\frac{0.0975\times25}{8\times0.2}\ \mathrm K
+\frac{0.0975\times5}{2\times0.0886}\ \mathrm K
=1.5\ \mathrm K+2.8\ \mathrm K=4.3\ \mathrm K .
\end{equation}
Elastic heating alone leaves the gas near 304 K.

Both terms are estimates: at this pressure the mean free path of the atoms is of order a centimetre, which is not very small compared with the gap. The gas beside a wall is a mixture of arriving atoms and atoms just emitted at $T_w$, so the arriving atoms, which come from farther inside, are hotter than that gas. This lowers the required temperature jump, and for complete energy exchange Eq.~\eqref{rise} overestimates the central rise, here by roughly a fifth. Incomplete energy exchange at the surface raises the jump. Neither correction brings the gas anywhere near $T_e$ in this example unless the surface exchange is extremely poor.

\subsection{Heating by ions}

A cool gas must also survive the other heating channels. Let the plasma density at the sheath edge be $hn_e$, with $h=0.3$. To find the ion speed $u$ there, consider a small potential drop $\phi$ into the sheath. Energy conservation and constant flux give an ion density proportional to $1-e\phi/(Mu^2)$, whereas the Boltzmann electron density is proportional to $1-e\phi/(kT_e)$. A positive sheath requires $u^2\ge kT_e/M$. Take the marginal value, $u_B=\sqrt{kT_e/M}=2.69\times10^5$ cm/s.

Both walls together remove $2hn_eu_B$ electron--ion pairs per unit area. Using $n_eL$ for the number present, the residence time is
\begin{equation}
\tau=\frac{n_eL}{2hn_eu_B}=\frac{L}{2hu_B}=31\ \mu\mathrm s .
\end{equation}
An electron makes about 1160 elastic collisions in this time. Its elastic cooling time, $\tfrac32kT_e$ divided by the loss rate above, is 739 $\mu$s. It reaches a wall long before elastic collisions could cool it.

For the ions, assume uniform production and the illustrative density profile $n=n_e(1-ax^2)$, with $x=2z/L$ and $a=1-h$. Boltzmann electrons imply an ion potential energy $kT_e\ln(n/n_e)$, and the ion flux at $x$ is $x$ times its edge value. The field work per ion lost is
\begin{align}
W&=kT_e\int_0^1x\,\frac{2ax}{1-ax^2}\,dx
=2kT_e\int_0^1\left(\frac1{1-ax^2}-1\right)dx\nonumber\\
&=2kT_e\left(\frac{\operatorname{artanh}\sqrt a}{\sqrt a}-1\right)
=2.68\ \mathrm{eV}.
\end{align}
The ion leaves with $Mu_B^2/2=kT_e/2=1.50$ eV. If all ions leave with this one speed, the other 1.18 eV is left for collisions with the atoms, and it is counted here as gas heating. Multiplied by the loss rate $n_e/\tau$, this is 0.61 mW/cm$^3$, about six times the electron contribution found above for a uniform density $n_e$. With the curved profile, the electron contribution would be 23\% smaller and the ratio about eight. This heating is not in fact uniform: it vanishes at the midplane, where the field is zero. The assumed profile is not a solution of the ion equation of motion, so it fixes the total only to within tens of percent and does not give the distribution near the sheath edge. Treated as uniform, so that Eq.~\eqref{rise} applies, it adds about 27 K. The same power deposited nearer the walls raises the centre less: for heating proportional to $x^2$ the conduction term is halved and the rise is 22 K.

At a floating wall the electron and ion fluxes are equal. If $V_s$ is the sheath voltage,
\begin{equation}
\frac{hn_e}{4}\sqrt{\frac{8kT_e}{\pi m}}\,e^{-eV_s/kT_e}=hn_eu_B
\quad\Longrightarrow\quad
eV_s=\frac{kT_e}{2}\ln\frac{M}{2\pi m}=14.0\ \mathrm{eV}.
\end{equation}
For a collisionless sheath, an ion arrives with $14.0+1.5=15.5$ eV. Suppose that 10\% of this returns with the neutralised atom and is spread uniformly through the gas. That adds 0.80 mW/cm$^3$ and 35 K.

The three channels give $4.3+26.7+35.3\approx66$ K. This is about a fifth of the 300 K at which the coefficients were evaluated, so it is only an estimate. The model gas is then near 370 K, about one percent of $T_e$, and the counter-example stands.

\section{The correct general statement}

Elastic collisions pull the gas temperature towards $T_e$, while the walls pull it towards $T_w$. The result depends on the strengths of these two couplings and on any other heating, not on $T_e$ alone. Write $P=G(T_e-T_g)$, let $K=1/R$ measure the wall cooling, and let $Q$ be the other heating per volume. Taking $T_g$ as the central temperature and the heating as uniform, the steady balance is
\begin{equation}
G(T_e-T_g)+Q=K(T_g-T_w).
\end{equation}
Collecting the terms in $T_g$ gives
\begin{equation}
T_g=\frac{GT_e+KT_w+Q}{G+K}.
\label{balance}
\end{equation}
The coefficients are evaluated at the actual gas state. For $Q=0$, the gas is near the wall temperature when $GT_e\ll KT_w$, and near $T_e$ when $G\gg K$. The small mass ratio enters through $G$, which is now derived.

\subsection{Proof of the elastic coupling}

Let $\mathbf v$ and $\mathbf w$ be the electron and atom velocities. Define
\begin{equation}
\mathbf g=\mathbf v-\mathbf w,\qquad
\mathbf V=\frac{m\mathbf v+M\mathbf w}{m+M},\qquad
\mu=\frac{mM}{m+M}.
\end{equation}
Then $\mathbf v=\mathbf V+M\mathbf g/(m+M)$, and the electron energy is
\begin{equation}
E=\frac m2V^2+\mu\,\mathbf V\cdot\mathbf g
+\frac m2\left(\frac{M}{m+M}\right)^2g^2 .
\end{equation}
An elastic collision preserves $\mathbf V$ and the length of $\mathbf g$, but turns $\mathbf g$ into $\mathbf g'$. Only the middle term changes, so $\Delta E=\mu\mathbf V\cdot(\mathbf g'-\mathbf g)$. Averaging over the azimuth at fixed scattering angle $\chi$ replaces $\mathbf g'$ by $\mathbf g\cos\chi$:
\begin{equation}
\overline{\Delta E}=-\mu(1-\cos\chi)\,\mathbf V\cdot\mathbf g .
\label{deltaE}
\end{equation}

For an atom at rest, $\mathbf g=\mathbf v$ and $\mathbf V=m\mathbf v/(m+M)$. The fractional loss is then
\begin{equation}
-\frac{\overline{\Delta E}}{E}
=\frac{2mM}{(m+M)^2}(1-\cos\chi).
\end{equation}
Isotropic scattering has $\langle\cos\chi\rangle=0$. The mean loss is one half for equal masses but $2.74\times10^{-5}$ here: a 4.5 eV electron loses $1.2\times10^{-4}$ eV per collision.

For moving atoms, weight Eq.~\eqref{deltaE} by the collision rate. With the momentum-transfer cross section $\sigma_m=\int(1-\cos\chi)(d\sigma/d\Omega)\,d\Omega$, the atoms gain
\begin{equation}
P=n_en_g\mu\,\langle\sigma_m(g)\,g\,\mathbf V\cdot\mathbf g\rangle .
\label{general}
\end{equation}
Let both velocity distributions be Maxwellian without drift. Each component of $\mathbf v$ has variance $kT_e/m$, and each component of $\mathbf w$ has variance $kT_g/M$. Therefore
\begin{align}
\langle g_i^2\rangle&=\frac{kT_e}{m}+\frac{kT_g}{M}\equiv s^2,\\
\langle V_ig_i\rangle&=\frac{m(kT_e/m)-M(kT_g/M)}{m+M}
=\frac{k(T_e-T_g)}{m+M}.
\end{align}
Set $c=\langle V_ig_i\rangle/s^2$ and $\mathbf U=\mathbf V-c\mathbf g$. Then $\langle U_ig_i\rangle=0$. Uncorrelated variables that are jointly Gaussian are independent, and $\mathbf U$ has zero mean, so it drops out of Eq.~\eqref{general}:
\begin{equation}
P=n_en_g\,\frac{\mu k(T_e-T_g)}{(m+M)s^2}\,\langle\sigma_mg^3\rangle .
\label{coupling}
\end{equation}

The speed distribution is proportional to $g^2e^{-g^2/2s^2}$. Integration by parts gives $\langle g^{p+2}\rangle=(p+3)s^2\langle g^p\rangle$, and hence $\langle g^3\rangle=4s^2\langle g\rangle$. For constant isotropic scattering $\sigma_m=\sigma$, and since $\mu/(m+M)=mM/(m+M)^2$,
\begin{equation}
P=n_en_g\sigma\langle g\rangle\,
\frac{4mM}{(m+M)^2}\,k(T_e-T_g).
\end{equation}
This is Eq.~\eqref{form} with the stated $F$, unchanged by exchange of the masses. The heat flow reverses if the gas is hotter than the electrons.

\section{Where the gas stops being cool}

In the elastic part of Eq.~\eqref{rise}, $P$ and $H$ are both proportional to $n_g$. At fixed $n_e$, $T_e$ and $\kappa$, the wall term therefore does not change with pressure, while the conduction term grows in proportion to it. Linear extrapolation gives a 100 K elastic rise at
\begin{equation}
p=10\ \mathrm{mTorr}\times\frac{100-2.75}{1.52}\approx0.64\ \mathrm{Torr}.
\end{equation}
This ignores the fall of $n_g$ as the gas warms at fixed pressure, which reduces the heating, and the rise of $\kappa$ with temperature. A real discharge also does not keep $T_e$ and $n_e$ fixed as the pressure changes. The figure therefore marks a scale and not a threshold. At high enough pressure and electron density, $G$ can become much larger than $K$, and for $Q=0$ Eq.~\eqref{balance} then brings $T_g$ close to $T_e$. In such dense plasmas electron--ion Coulomb collisions, which are left out of $G$, add to the coupling. The mass ratio slows the energy exchange but does not forbid a hot gas.

The example's pressure, electron density and temperature are roughly those of a low-pressure argon etching discharge. In argon the cross section varies strongly with electron energy: it rises between about 1 and 10 eV, reaches a maximum somewhat above 10 eV and then falls. To see how much such a variation can matter, take a cross section that rises without limit, $\sigma_m=\sigma\,mg^2/(2kT_e)$. Since $\langle g^5\rangle=6s^2\langle g^3\rangle$ and $ms^2\simeq kT_e$, the heating is multiplied by $6/2=3$, and the elastic rise becomes 13 K. This is a test of sensitivity, not an estimate for argon, whose cross section does not keep rising. Ion heating moves the result further, as shown above. Real gas can be hotter still, by hundreds of kelvin at high power: each heating term here is proportional to $n_e$ when the other parameters are fixed, and a biased electrode raises the ion energy. Molecular feed gases add heating through rotation, vibration and dissociation, so these numbers do not apply to them.

The absorbed power is also a poor measure of elastic heating. Take a rough collisional cost of 50 eV per electron--ion pair. Add $2kT_e=6$ eV carried to the wall by the electron, 15.5 eV by the ion, and the 1.2 eV that the ion gives to the gas. The total is 73 eV per pair, or 38 mW/cm$^3$. Elastic electron heating is about 0.26\% of it for a uniform density $n_e$, and 0.20\% with the curved profile; most of the power in this model goes into inelastic collisions and to the walls.

Numerical values quoted here were computed with a short program.
